Why resistive sublimation wires burn out at one thin place

A titanium wire 2 mm in diameter carries 48 A in vacuum and sublimes from its surface. At the start the surface recedes at 4.4 µm per hour, a pace at which the 1 mm radius would last 228 hours. Suppose that the middle of the wire has a smooth neck, 20 µm smaller in radius than the rest. In the model below, the neck reaches the melting point after 6.7 hours. Its radius is then still 0.81 mm, while the ends of the wire have a radius of 0.95 mm and a temperature of 1763 K, almost 180 K below melting. Why is the life so short, and why does a 2% defect decide where the wire fails?

Part of the answer is that a thin place runs hotter: its temperature varies as radius to the power −3/4. That law alone gives a modest hot spot, not a burnout. The rest comes from the steep rise of sublimation with temperature, and from a contest with heat conduction along the wire.

**The temperature of a thin section**

Consider a long round wire of radius r, electrical resistivity ρ and total emissivity ε. Let ρ and ε be constant for now, let the surroundings be cold, and let radiation be the only heat loss. A length dx has resistance ρ dx/(πr²), so a current I produces the heat per unit length

I²ρ/(πr²).

The surface area per unit length is 2πr, and with σ the Stefan–Boltzmann constant the radiated power per unit length is

2πr εσT⁴.

In the steady state the two are equal. Dividing by 2πr εσ gives

T⁴ = I²ρ/(2π²εσr³), so T ∝ r^(−3/4) at fixed I, ρ and ε.

Two of the three powers of r come from the resistance and the third from the radiating area. The fourth root then softens the dependence.

"Fixed current" here means first of all the same current at every place. Sections in series carry equal current whatever the supply does in time. If the supply changes slowly compared with the thermal response time, a few seconds here, two long sections 1 and 2 therefore obey

T₁/T₂ = (r₁/r₂)^(−3/4)

throughout the thinning. Just after the current is switched on or off the ratio is different, because the thin section heats and cools faster.

For the example, take ρ = 1.6 µΩ m and ε = 0.4, rough values for hot titanium. Then

T₀⁴ = 48² × 1.6×10⁻⁶ / (2π² × 0.4 × 5.67×10⁻⁸ × 10⁻⁹) = 8.23×10¹² K⁴,

and T₀ = 1694 K. The subscript 0 marks the undamaged wire at the start. A long section 10% thinner sits at 1694 × 0.9^(−3/4) = 1833 K. A numerical solution of the heat equation for two long sections in series, conduction included, gives the temperature ratio 1.0822 far from the step, in agreement with 0.9^(−3/4).

So a long section 10% thinner runs 8% hotter than the rest of the wire. If nothing else happened, the wire would stay in this state indefinitely. Burnout requires the radius to change.

**How steeply the loss rises**

Let atoms leave freely, with unit evaporation coefficient and no return from the surroundings. Kinetic theory gives the atomic flux p/√(2πm_a k_B T), where p is the equilibrium vapour pressure, m_a the atomic mass and k_B Boltzmann's constant. Multiplying by m_a and dividing by the mass density D gives the speed at which the surface recedes:

v = (p/D) √(m_a/(2πk_B T)).

With a constant sublimation energy L per atom, p ∝ exp(−L/k_B T). The sensitivity of v to temperature is its logarithmic slope,

B = d ln v/d ln T = L/(k_B T) − 1/2.

The first term comes from the exponential, since T d(−L/k_B T)/dT = L/(k_B T). The −1/2 comes from the square root.

For L = 4.7 eV and T₀ = 1694 K, B = 31.7. Near the starting temperature, a rise of 1% therefore increases the loss by about 37%, since 1.01^31.7 = 1.37. With a vapour pressure of 6×10⁻⁵ Torr at 1700 K and a density of 4300 kg/m³, the formula gives the quoted v₀ = 4.39 µm/h.

**From a hot spot to a runaway**

Near T₀ the loss law may be replaced by the power law v = v₀(T/T₀)^B. For a section long enough that conduction along the wire does not matter, insert T/T₀ = (r/r₀)^(−3/4), with the current constant in time:

dr/dt = −v₀ (r/r₀)^(−3B/4).

The minus sign outside expresses thinning; the one in the exponent makes the thinning accelerate. Multiply both sides by (r/r₀)^(3B/4) and integrate from r = r₀ at t = 0. With q = 1 + 3B/4 this gives

(r₀/q)[(r/r₀)^q − 1] = −v₀t,

(r/r₀)^q = 1 − q v₀t/r₀.

The radius would vanish at t = r₀/(q v₀), instead of at r₀/v₀ as it would at constant speed. Here q = 1 + 0.75 × 31.7 = 24.8, and the life falls from 228 hours to 228/24.8 = 9.2 hours.

The wire melts before its radius vanishes. Setting T equal to the melting temperature T_m in the −3/4 law gives

r_m = r₀ (T₀/T_m)^(4/3).

With T_m = 1941 K, r_m = 0.834 r₀. A uniform wire thus reaches melting after losing only 17% of its radius. The time needed is

t_m = (r₀/(q v₀)) [1 − (r_m/r₀)^q].

Since 0.834^24.8 is about 0.011, this is 9.09 hours, 99% of the time to zero radius. The choice between melting and vanishing radius as the criterion of failure hardly affects the calculated life.

The power law holds B at its starting value, whereas B falls slowly as T rises. Integrating the full exponential loss law gives 9.32 hours, longer than the closed formula by 2.5% of the latter's value.

Now let a long section start with radius (1 − δ)r₀. Its bracket begins at (1 − δ)^q instead of 1. Neglecting the small melting term, its life is shorter by the factor

(1 − δ)^q.

For δ = 0.02 this is 0.98^24.8 = 0.61. The full loss law gives 5.70 hours against 9.32, also a ratio of 0.61. A 2% defect costs 39% of the life, because the steep loss law multiplies a small difference in temperature.

**Why the defect deepens**

A shorter life for the thin section does not yet show how its shape evolves. Let h be the small difference in radius between a long thick section and a long thin one. Both obey dr/dt = −v(r), so to first order in h

dh/dt = −(dv/dr) h.

The speed itself changes along the motion of one section as

dv/dt = (dv/dr)(dr/dt) = −(dv/dr) v.

The two logarithmic rates are equal, so h/v stays constant: the depth of a small, long defect grows in proportion to the recession speed. Between 1694 K and 1941 K the exponential gives a factor of 60 and the square root reduces it to 56. A very shallow, long defect would therefore deepen 56-fold by the time the wire around it melted. A defect that is already 2% deep leaves this linear regime earlier and melts first.

The same relation shows what happens without thermal activation. If p did not depend on temperature, B would be −1/2, and hotter places would recede slightly more slowly. The depth would then shrink a little, although the −3/4 law still held. This case was computed for the 2% neck, with p held at 6×10⁻⁵ Torr. The neck reaches melting after 31.3 hours, its depth has changed from 20.0 to 19.0 µm, and the ends are at 1913 K. The whole wire approaches melting nearly together. With the activated loss law the ends are at 1763 K when the neck melts. The current, the starting shape and the heat balance are the same in both calculations, so the difference in localization is due to the dependence of p on temperature.

**Conduction protects short defects**

A hot spot also loses heat to its cooler neighbours. Let k be the thermal conductivity. The net heat gained by conduction per unit length is the derivative of kπr² dT/dx, so the balance becomes

d/dx(kπr² dT/dx) + I²ρ/(πr²) = 2πr εσT⁴.

This one-dimensional form assumes that the temperature is nearly uniform across the wire and that the radius changes gently along it.

Take a small ripple, r = r₀(1 + a cos κx), and write T = T₀(1 + θ), with a and θ small. Let H = 2πr₀εσT₀⁴ be the common value of heating and radiation in the uniform wire. To first order,

heating = H(1 − 2a cos κx),

radiation = H(1 + a cos κx + 4θ),

conduction = kπr₀²T₀ θ″.

The variation of r² does not enter the conduction term at this order, because the uniform wire has no temperature gradient for it to multiply. Inserting the three terms and dividing by 4H gives

ℓ²θ″ = θ + (3/4)a cos κx,

ℓ² = kπr₀²T₀/(4H) = k r₀/(8εσT₀³).

Since θ has the form of the ripple, θ″ = −κ²θ, and

θ = −(3/4) a cos κx/(1 + κ²ℓ²).

For long ripples, κℓ ≪ 1, the −3/4 law returns, with the minus sign showing that thin places are hot. For short ones, κℓ ≫ 1, the model suppresses the hot spot as the square of the wavelength. This limit applies only while the wavelength is still well above the wire diameter; for shorter ripples the one-dimensional balance fails and underestimates the hot spot.

The speed varies by v₀Bθ, so the ripple amplitude obeys r₀ da/dt = (3B/4)v₀a/(1 + κ²ℓ²). Its initial growth rate is

Γ = (3B/4)(v₀/r₀)/(1 + κ²ℓ²).

With k = 30 W/(m K), the example has ℓ = 5.8 mm. A ripple of wavelength 20 mm has κℓ = 1.83, and its temperature response is 0.23 of the long-wave value. As the wire heats and thins, ℓ² falls in proportion to r/T³, and by melting this factor has risen to about 0.35. The depth h of the ripple obeys d ln h/dt = (3B/4)(v/r)/(1 + κ²ℓ²), while the speed of the surrounding wire obeys d ln v/dt = (3B/4)(v/r). At each moment ln h therefore grows at this factor times the rate of ln v. A shallow 20 mm ripple therefore deepens between 56^0.23 ≈ 2.5 and 56^0.35 ≈ 4 times before the surrounding wire melts, against 56 times for a very long defect.

An isolated nick can be treated in the same way. Let its length be w and its small relative depth δ. With S = (3/4)δ, the equation is ℓ²θ″ = θ − S inside and ℓ²θ″ = θ outside. With x measured from the centre, the symmetric inner solution and the decaying outer one are

θ = S − A cosh(x/ℓ) inside, θ = C exp(−|x|/ℓ) outside.

Put b = w/(2ℓ). Continuity of θ and of its slope at x = w/2 requires

S − A cosh b = C e^(−b), A sinh b = C e^(−b).

Equating the left sides gives A(cosh b + sinh b) = S, so A = S e^(−b). At the centre

θ(0) = (3/4)δ [1 − exp(−w/(2ℓ))].

A nick 5 mm long reaches 0.35 of the full rise if it is shallow. For a nick of that length and 10% depth, the nonlinear heat equation gives 1746 K at the centre, a rise of 52 K, whereas a long section of the same depth rises by 139 K. The length of a thin place therefore matters as well as its depth. Since 5 mm is only 2.5 wire diameters, the one-dimensional value is approximate for a sharp-edged nick.

**The neck followed to melting**

These pieces explain the opening numbers. The wire is 120 mm long, no heat flows through its ends, and its initial radius is

r(x) = r₀[1 − 0.02 exp(−x²/(2s²))], s = 10 mm,

with x measured from the middle. At the start the neck is 21 K hotter than the ends. Local balance would give 1694 × (0.98^(−3/4) − 1) = 26 K, so conduction removes about a fifth of the excess.

Solving the heat equation repeatedly as the surface recedes gives melting at the neck after 6.73 hours. This lies between the 5.70 hours of a very long 2% neck and the 9.32 hours of a uniform wire, as it should: conduction cools the neck, but not down to the temperature of the undamaged wire. The cooling also explains why the neck melts at 0.812 mm, below the local-balance value of 0.834 mm. It must become thinner to generate the heat that flows to its neighbours.

During this time the difference in radius between ends and neck has grown from 0.020 to 0.949 − 0.812 = 0.137 mm. The failure is local: more than half of the wire's length has lost less than 6% of its radius.

**What a fixed voltage changes**

If the supply holds the voltage V constant, a uniform wire behaves differently. Its resistance varies as 1/r², so I ∝ r² and I² ∝ r⁴. Inserting this in T⁴ ∝ I²/r³ gives

T ∝ r^(1/4).

Uniform thinning now cools the wire, and the runaway of the wire as a whole disappears. A neck that contributes little to the total resistance has almost no control over the current, however, and it still carries the same current as its thicker neighbours. It remains hotter than they are and deepens.

For the same 2% neck and the same starting current, the computed wire at fixed voltage reaches melting after 21.2 hours, about three times later than at fixed current. The neck radius is then 0.651 mm, the end radius 0.948 mm and the end temperature 1580 K. The −3/4 law applied to the ends gives the current at that moment:

I/I₀ = (1580/1694)² × 0.948^(3/2) = 0.80.

The total resistance has thus risen by a factor 1/0.80 = 1.25. Thinning of the whole wire to the end radius would account for 1/0.948² = 1.11; the rest is the added resistance of the neck. In this example the falling current delays local burnout but does not prevent it.

There is an opposite limit. If the thin part holds nearly all the resistance, the current varies as the square of its own radius. It then follows the r^(1/4) law and cools as it thins. Fixed voltage therefore protects only as far as thinning, in the neck or elsewhere on the wire, raises the resistance of the whole circuit. Leads of constant resistance dilute that rise and weaken the protection.

**How far the model can be trusted**

Resistivity and emissivity vary with temperature. If ρ ∝ Tⁿ and ε ∝ T^m, the balance reads T^(4+m−n) ∝ r^(−3), and for 4 + m − n > 0

T ∝ r^(−3/(4+m−n)).

Rising resistivity strengthens the hot spot and rising emissivity weakens it. A rough n = 0.2 for hot titanium with constant emissivity gives the exponent −0.79. A simple free-carrier estimate, ε ∝ √(ρT), gives m = 0.6 and the exponent −0.68. With T₀ and v₀ held fixed, q becomes 26.0 or 22.6 in place of 24.8, and the uniform-wire life r₀/(q v₀) changes from 9.2 to 8.7 or 10.1 hours. The square-root law is the limit of small ρT and overstates m here. The same free-carrier model with the full Fresnel reflectance gives m ≈ 0.45 and the exponent −0.71 at the values of the example, inside this range. The mechanism does not depend on the power being −3/4.

Several other neglected thermal effects are small here. Let F = εσT₀⁴ = 18.7 W/cm² be the radiated flux. Uniform heating makes the radial heat flux grow linearly from zero at the axis to F at the surface, so the temperature drop from axis to surface is Fr₀/(2k) = 3.1 K. Surroundings at 300 K raise the wire temperature by 0.4 K. Sublimation carries away 0.03% of the radiated heat at the start and 0.9% at melting. The thermal response time, r₀Dc/(8εσT₀³) with heat capacity c = 700 J/(kg K), is 3.4 s. Even near melting, where v is about 56 times v₀, the thinning time r/(qv) is still several minutes, so the temperature follows the changing radius closely.

The example resembles the filaments of titanium sublimation pumps. A real filament may be an alloy, may be heated in intervals, and may have ends cooled by its clamps. The cold ends would change the end temperatures quoted here. At fixed current the neck, 60 mm or about ten conduction lengths away, hardly notices: with the ends held at 300 K it melts after 6.8 instead of 6.7 hours. At fixed voltage the clamps matter, because the cooled end zones do not thin and act like leads of constant resistance. With ρ still taken as constant, the neck then melts after about 14 instead of 21 hours. The absolute life is much less certain. An emissivity 10% lower, at the same current, raises T₀ by 2.7% and v₀ by a factor of about 2.3, so the life falls to less than half. The emissivity may be uncertain by more than that: the free-carrier model gives about 0.28, and at ε = 0.30 the same current gives T₀ = 1820 K and a uniform-wire life of about 1 hour. Alloy composition, surface condition, creep, sagging and grain growth can alter it further, and the model does not size them. The hours are therefore an illustration, not a rating.

The same sensitivity shows what a lower current gains. Since T₀ ∝ √I, the life varies roughly as I^(−B/2), or I^(−16) here. For the same wire and heat balance, 5% less current gives about 2.2 times the life, at the price of an initial deposition rate smaller by nearly the same factor.

For a tungsten wire that holds molten aluminium, the loss law would have to be replaced. The melt attacks the tungsten by dissolution and also takes up heat, so neither the B found here nor a purely radiative balance can be carried over. What remains is the series argument: every cross-section, wire and any conducting melt on it together, carries the full current. Whether a thin place runs away depends, among other things, on how the melt shares the current and the heat, on how fast the actual loss rises with temperature and on how well the neighbouring sections cool it.

The computed values are collected in the numerical output below.

Computed results

```
Wire radius: 1 mm
Wire length: 120 mm
Current: 48 A
Resistivity: 1.6 microohm m
Emissivity: 0.4
Thermal conductivity: 30 W/(m K)
Density: 4300 kg/m3
Heat capacity: 700 J/(kg K)
Sublimation energy: 4.7 eV
Vapour pressure at 1700 K: 6e-05 Torr
Melting temperature: 1941 K
Start temperature T0: 1693.9 K
Radiated flux at T0: 18.68 W/cm2
Long section 10% thinner, T: 1833.2 K
Solver ratio T(0.9 r0)/T(r0): 1.08222
Recession speed at T0: 4.392 um/h
Slope B: 31.70
Power q: 24.77
Time r0/v0 without feedback: 227.7 h
Life r0/(q v0): 9.19 h
Radius at melting / r0: 0.8340
Uniform wire: closed time to melt: 9.09 h
Uniform wire: Arrhenius time: 9.32 h
Closed-formula shortfall: 2.53 %
Long 2% neck: Arrhenius time: 5.70 h
Long 2% neck: life ratio: 0.611
Estimate 0.98**q: 0.606
Conduction length ell: 5.83 mm
20 mm ripple: damping factor: 0.230
5 mm nick: fraction of full rise: 0.349
5 mm nick 10% deep: centre T: 1745.6 K
Smooth neck: start depth: 20.0 um
Smooth neck: start T excess: 21.0 K
Smooth neck: time to melt: 6.73 h
  neck radius then: 0.812 mm
  end radius then: 0.949 mm
  end temperature then: 1763 K
Control: time to melt: 31.3 h
  neck depth then: 19.0 um
  end temperature then: 1913 K
Fixed voltage: stop time: 21.21 h
  neck radius then: 0.651 mm
  end radius then: 0.948 mm
  neck temperature then: 1941 K
  end temperature then: 1580 K
Resistivity exponent n: 0.2
Upper emissivity exponent m: 0.6
T-r exponent, n only: -0.789
T-r exponent, n and m: -0.682
Radial temperature drop: 3.11 K
Evaporative/radiated heat at T0: 0.027 %
Same at melting: 0.87 %
Rise from 300 K surroundings: 0.42 K
Thermal lag: 3.41 s
```
